# Can drift velocity exceed its saturation value after a field step?

**Question**

I am estimating transit times through a high-field region in silicon. Measured velocity–field curves level off near $10^7$ cm/s, so I have been using that as a speed limit: however strong the field, the carriers cannot drift faster. A colleague says that this fails just after the field is switched on, "because energy relaxes more slowly than momentum". But scattering is there from the first instant. Why should it permit a speed at early times that it forbids later? And is the colleague's condition the right one?

**Answer**

The saturation velocity limits the steady state. It does not limit the motion that leads there. Your colleague is right about the effect, but the stated reason is incomplete: the mobility must also fall as the carriers heat up. For carriers of fixed mass, as assumed below, this means that the momentum scattering rate must rise with carrier energy.

**The balance equations**

Take electrons in a uniform field $F$, switched on at $t=0$. They have one mass $m$, and $q>0$ is the magnitude of their charge, with velocity counted along the force. Let $v$ be the drift velocity and $w$ the mean energy, drift energy included. Then

$$m\frac{dv}{dt}=qF-m\,\nu(w)\,v,\qquad \frac{dw}{dt}=qFv-\frac{w-w_0}{\tau_w}.$$

Here $\nu=1/\tau_m$ is the momentum relaxation rate, $\tau_w$ the energy relaxation time, taken as constant, and $w_0=\tfrac32k_BT$ the mean energy at lattice temperature. Initially $v=0$ and $w=w_0$.

Suppose first that $\nu$ does not depend on energy. The first equation is then closed, with solution

$$v=\frac{qF}{m\nu}\left(1-e^{-\nu t}\right).$$

This rises monotonically, whatever the value of $\tau_w$. Slow energy relaxation alone therefore produces no overshoot. This case has no velocity saturation either.

Now let hotter electrons scatter more often, in the simplest form $\nu=\nu_0w/w_0$. Write $u=w/w_0$ and $\mu_0=q/(m\nu_0)$. In the steady state the two balances read

$$v=\frac{\mu_0F}{u},\qquad w_0(u-1)=qF\tau_wv.$$

Inserting the first into the second gives $u(u-1)=q\mu_0\tau_wF^2/w_0$. With the definitions

$$v_{\rm sat}^2=\frac{\mu_0w_0}{q\tau_w}=\frac{w_0}{m\nu_0\tau_w},\qquad f=\frac{\mu_0F}{v_{\rm sat}},$$

the right side is $f^2$. The positive root and the steady velocity are

$$u_*=\frac{1+\sqrt{1+4f^2}}2,\qquad v_{ss}=\frac{2\mu_0F}{1+\sqrt{1+4f^2}}.$$

Since $v_{ss}/v_{\rm sat}=2/(1/f+\sqrt{1/f^2+4})$, the steady velocity rises with field and approaches $v_{\rm sat}$ from below. It saturates because the stronger field heats the electrons and so lowers their mobility.

That heating takes time. At a velocity maximum $dv/dt=0$, so

$$v_{\rm peak}=\frac{qF}{m\nu(w_{\rm peak})}.$$

This exceeds $v_{ss}$ when $w_{\rm peak}<w_{ss}$. The electrons already feel the full field but still have the mobility of a cooler gas. Scattering is present from the start; its final, higher rate is not.

**The exact condition in this model**

Let $x=v/v_{\rm sat}$, $s=t/\tau_w$ and $r=\nu_0\tau_w$. Using $qF/m=\nu_0fv_{\rm sat}$ and $q\tau_w/w_0=\mu_0/v_{\rm sat}^2$, the balances become

$$x'=r(f-ux),\qquad u'=fx-(u-1).$$

The steady state obeys $u_*x_*=f$ and $u_*-1=fx_*$. Define the deviations $y=x-x_*$ and $\zeta=(u-u_*)/f$. Substitution gives

$$\zeta'=y-\zeta,\qquad y'=-ru\,y-r(u_*-1)\zeta.$$

Both deviations start at $-x_*$. While $y<0$, the first equation gives $(e^s\zeta)'=e^sy<0$, so $\zeta$ stays negative too. Their ratio $\rho=y/\zeta$ is then positive, starts at 1, and obeys

$$\rho'=\frac{y'}{\zeta}-\rho\frac{\zeta'}{\zeta}=-\left[\rho^2-(1-ru)\rho+r(u_*-1)\right].$$

If $\rho$ reaches zero, then $y=0$ while $\zeta<0$. There $y'=-r(u_*-1)\zeta>0$, so the velocity crosses its steady value. The question is whether $\rho$ gets to zero.

Define the ratio of relaxation times at the final energy, and a measure of heating:

$$R=ru_*=\frac{\tau_w}{\tau_m(w_{ss})},\qquad k^2=1-\frac{w_0}{w_{ss}}.$$

With $u$ replaced by $u_*$, the bracket becomes $P(\rho)=\rho^2-(1-R)\rho+Rk^2$. It has positive real roots when $1-R\ge2k\sqrt R$. This is $R+2k\sqrt R-1\le0$, or

$$R\le R_c=\left(\sqrt{1+k^2}-k\right)^2.$$

*Case $R\le R_c$.* The roots are positive and sum to $1-R<1$, so both lie below the starting value $\rho=1$. As long as $y<0$ we have $u<u_*$, hence $\rho'>-P(\rho)$. At the larger root this means $\rho'>0$, so $\rho$ cannot pass it. There is no overshoot.

*Case $R>R_c$.* Now $P$ has a positive minimum $P_{\min}$ on $\rho\ge0$. Suppose that $y$ stayed negative for ever.

- We have $x\ge0$, because $x'=rf>0$ at $x=0$. Hence $u\ge1$, because $u'=fx\ge0$ at $u=1$.
- Both terms of $y'$ are then positive, so $y$ rises to a limit, and $\zeta$ follows to the same limit. Since $y'$ must vanish there, the limit is zero, and $u\to u_*$.
- Also $\rho\le1$, because $\rho'<0$ at $\rho=1$. So $\rho'\le-P_{\min}+r(u_*-u)$, which eventually stays below a negative number.

Then $\rho$ reaches zero in a finite time, contrary to the supposition. The velocity therefore overshoots $v_{ss}$ if and only if $R>R_c$.

For weak heating $R_c\to1$; for strong heating $R_c\to(\sqrt2-1)^2\approx0.17$. So, given a scattering rate that rises in this way, your colleague's condition $\tau_w>\tau_m(w_{ss})$ is sufficient but not necessary. At fixed $\tau_w$ and $\nu_0$, $R$ grows with field without limit, so a strong enough step always overshoots in this model.

The threshold is sharp mathematically but soft in practice. For $w_{ss}/w_0=7.5$, numerical integration at $R=1.25R_c$ gives an overshoot of only 0.025% of $v_{ss}$. At $R=3/R_c\approx16$ it is 129%.

There is also a physical lower bound on $R$. In the steady state $w_{ss}-w_0=qFv_{ss}\tau_w=Rmv_{ss}^2$, so the thermal part of the energy is

$$w_{ss}-\tfrac12mv_{ss}^2=w_0+\left(R-\tfrac12\right)mv_{ss}^2.$$

An electron gas no colder than the lattice needs $R\ge\tfrac12$. Setting $R_c=\tfrac12$ gives $k^2=\tfrac18$, or $w_{ss}=\tfrac87w_0$. Beyond that modest heating, every such gas overshoots in this model.

**Numbers for a silicon-like case**

Take rough values for electrons in lightly doped silicon at 300 K: $\mu_0=1400$ cm²/Vs, $v_{\rm sat}=10^7$ cm/s, and longitudinal and transverse masses $0.92$ and $0.19\,m_0$. The conductivity mass is $3/(1/0.92+2/0.19)=0.258\,m_0$. Then

- $w_0=38.8$ meV and $1/\nu_0=m\mu_0/q=0.206$ ps;
- $\tau_w=\mu_0w_0/(qv_{\rm sat}^2)=0.54$ ps, a value fixed by the chosen $v_{\rm sat}$.

Step the field to 50 kV/cm. Then $\mu_0F=7\times10^7$ cm/s, $f=7$, and $u_*=(1+\sqrt{197})/2=7.52$. The steady state has $w_{ss}=0.29$ eV and $v_{ss}=7\times10^7/7.52=0.93\times10^7$ cm/s. The momentum time has shrunk to $0.206/7.52=0.027$ ps, so $R\approx20$, far above $R_c=0.19$.

Numerical integration gives a peak of $2.26\times10^7$ cm/s after 0.12 ps and 18 nm. The mean energy is then 0.120 eV and the mobility $1400\times38.78/120.1=452$ cm²/Vs. Multiplying by 50 kV/cm returns the peak velocity. The excess falls to 5% of $v_{ss}$ after 0.71 ps and 93 nm.

These are numbers of the model, and it overstates the heating in silicon. With nonparabolic valleys and phonon scattering, silicon has an effective $\tau_w$ near 0.3 ps. At 50 kV/cm its steady mean energy is then about 0.2 eV, and the peak is about $1.9$–$2.0\times10^7$ cm/s, roughly 1.9 times $v_{ss}$ rather than 2.4. The peak comes at about the same time.

Exceeding $v_{ss}$ at the same field is easier than exceeding $v_{\rm sat}$:

| $F$ (kV/cm) | $v_{ss}$ ($10^7$ cm/s) | $v_{\rm peak}$ ($10^7$ cm/s) |
|---:|---:|---:|
| 5 | 0.51 | 0.58 |
| 10 | 0.70 | 0.95 |
| 20 | 0.84 | 1.43 |
| 50 | 0.93 | 2.26 |

With these parameters the peak passes $v_{\rm sat}$ at about 11 kV/cm.

**Does it survive without the balance equations?**

I also followed 20,000 simulated electrons in the same field. They scatter elastically at a rate proportional to their kinetic energy $\varepsilon$, and at rate $1/\tau_w$ each is reset to a 300 K Maxwellian. For a slightly displaced Maxwellian, the drift-weighted mean of $\varepsilon$ is $\langle\varepsilon^2\rangle/\langle\varepsilon\rangle=\tfrac53w$. I therefore set the elastic rate to $\tfrac35(\nu_0-1/\tau_w)\varepsilon/w_0$, which corresponds to $\nu(w)=1/\tau_w+(\nu_0-1/\tau_w)w/w_0$ in the balance equations.

The particles peak at about $2.84\times10^7$ cm/s, a value uncertain by some $0.04\times10^7$ cm/s from sampling, and settle near $1.47\times10^7$ cm/s. The balance equations with that $\nu(w)$ give 2.57 and 1.16 in the same units. The overshoot survives, but the late velocities differ by 27% of the balance value, so the balance equations are not precise here. Neither late value represents silicon, because this scattering law was not fitted to its $v_{\rm sat}$. With an energy-independent elastic rate $\nu_0-1/\tau_w$, the particles follow the exponential rise to within 2.6% of its final value.

**What this means for a real device**

The step must be fast. With the final field held at 50 kV/cm, a linear rise over 0.5 ps lowers $v_{\rm peak}/v_{ss}$ from 2.43 to 1.92. A rise over 10 ps leaves 1.03, because the energy then nearly keeps pace with the field.

A device also breaks the assumption of spatial uniformity. Electrons entering a high-field region heat up along their path, and the hotter gas ahead pushes back. At uniform density this force is $-\tfrac23$ of the gradient of thermal energy. Averaged over the 93 nm above, it is about a third of $qF$. But the density is not uniform either: at steady current it falls where the velocity rises, and that gradient pushes the electrons forward. Beyond the velocity peak the density rises again, and its gradient pushes them back. The uniform-field peak may therefore be wrong for a device by an amount that matters, and both the sign and the size of the error need a spatially resolved calculation.

Other effects left out above, with rough sizes in the uniform-field picture:

- If the valleys stay equally populated but do not share energy, with the field along one valley axis and $\nu_0$ and $\tau_w$ unchanged, the peak becomes $2.13\times10^7$ cm/s.
- At 400 K and the same field, with rough values of 700 cm²/Vs and $0.9\times10^7$ cm/s, it is $1.71\times10^7$ cm/s.
- Nonparabolicity raises the mass that relates momentum to velocity by a fraction of roughly 1/eV times the energy. At the mean energies found above, this is 0.12 at the peak and 0.29 in the steady state.
- Avalanche is negligible at this field. A rough ionisation coefficient of $10^6\,{\rm cm^{-1}}\exp[-(1.2\ {\rm MV/cm})/F]$ gives $4\times10^{-10}$ events per electron in 100 nm.

For your transit times, length decides. In the uniform-field model the first 100 nm take 0.78 ps, against 1.00 ps at $v_{\rm sat}$, so a constant $v_{\rm sat}$ is visibly wrong within that model. For a real region this short, the spatial effects above can change the time appreciably, so 0.78 ps is not a device prediction. Even in a uniform field, realistic silicon scattering gives a longer time, about 0.82–0.89 ps depending on field direction. Across a 10 µm drift layer at the same field, the steady transit time is $10\ \mu{\rm m}/v_{ss}\approx107$ ps. The first 100 nm save about 0.3 ps of that, or 0.3%. For such a long layer your estimate of 100 ps is only about 7% short in this model. That is because the transient is brief and $v_{ss}$ is close to $v_{\rm sat}$ at this field, not because $v_{\rm sat}$ is a speed limit.
